From the fermion-pair phase-space tensor to vacuum polarization and R

## First half: the final-state tensor and its phase-space integral

An electron and a positron annihilate into one virtual photon of four-momentum q, which then produces a fermion f and its antifermion. If the directions and spins of the pair are not observed, the final state enters the cross section through a single tensor. This half calculates that tensor.

Units with ħ = c = 1 are used, energies are in GeV, and e² = 4πα with e > 0. The metric is g = diag(1, −1, −1, −1), and p̸ means γ^μ p_μ. The fermion has mass m, momentum p₁ and energy E₁. The antifermion has the same mass, momentum p₂ and energy E₂. Then

q = p₁ + p₂, s = q² ≥ 4m².

Spinors are normalized to ūu = 2m and v̄v = −2m, and one-particle states to ⟨p|p′⟩ = 2E (2π)³ δ³(**p** − **p′**). The charge Qe and the number of colours N are left out of this half and restored in the second.

### (a) The spin sum

The current ψ̄γ^μψ creates the pair from the vacuum with amplitude

J^μ = ū(p₁) γ^μ v(p₂).

Find H^{μν} = Σ J^μ (J^ν)*, summed over both spins, in terms of p₁, p₂ and m.

**Solution.** The complex conjugate of a number is its Hermitian conjugate. With ū = u†γ⁰ and γ⁰(γ^ν)†γ⁰ = γ^ν,

(ū γ^ν v)* = v† (γ^ν)† γ⁰ u = v̄ γ^ν u.

The spin sums needed are

Σ u(p) ū(p) = p̸ + m,

Σ v(p) v̄(p) = p̸ − m.

To see the first, let both sides act on the four spinors of momentum p, which span the spinor space for m > 0. On a spinor u the left side gives 2m u, because ūu = 2m and different spins are orthogonal. The right side gives the same, because p̸u = mu. On a spinor v the left side gives zero, because ūv = 0 at equal momentum, and the right side gives zero because p̸v = −mv. The second sum follows in the same way: both sides give −2m v on v and zero on u. The massless case is the limit m → 0.

Writing out the spinor indices turns the product into a trace:

H^{μν} = Σ ū(p₁) γ^μ v(p₂) v̄(p₂) γ^ν u(p₁)
= Tr[(p̸₁ + m) γ^μ (p̸₂ − m) γ^ν].

The terms linear in m contain three γ matrices. Such a trace vanishes: insert (γ⁵)² = 1, move one γ⁵ through the three matrices, which gives a factor −1, and use cyclicity to obtain the same trace with the opposite sign.

For four matrices, move γ^α to the right with γ^αγ^μ = 2g^{αμ} − γ^μγ^α:

γ^αγ^μγ^βγ^ν = 2g^{αμ}γ^βγ^ν − 2g^{αβ}γ^μγ^ν + 2g^{αν}γ^μγ^β − γ^μγ^βγ^νγ^α.

By cyclicity the trace of the last product equals the trace on the left. Taking it to the left side, dividing by two and using Tr[γ^μγ^ν] = 4g^{μν} gives

Tr[γ^αγ^μγ^βγ^ν] = 4(g^{αμ}g^{βν} − g^{αβ}g^{μν} + g^{αν}g^{μβ}).

Contraction with p₁_α p₂_β yields

Tr[p̸₁γ^μp̸₂γ^ν] = 4(p₁^μ p₂^ν + p₁^ν p₂^μ − g^{μν} p₁·p₂).

The remaining term is −m² Tr[γ^μγ^ν] = −4m² g^{μν}. Therefore

H^{μν} = 4[p₁^μ p₂^ν + p₁^ν p₂^μ − g^{μν}(p₁·p₂ + m²)].

The tensor is real and symmetric. The mass term has the same sign as p₁·p₂ because one factor in the trace contains +m and the other −m.

### (b) Current conservation

Evaluate q_μ H^{μν}. Where does the equality of the two masses enter?

**Solution.** The Dirac equations are ū(p₁)p̸₁ = m ū(p₁) and p̸₂v(p₂) = −m v(p₂). Hence

q_μ J^μ = ū(p₁)(p̸₁ + p̸₂)v(p₂) = (m − m) ū(p₁)v(p₂) = 0,

and q_μ H^{μν} = 0 follows. The tensor found in (a) shows the same cancellation. Since p₁² = p₂² = m²,

q·p₁ = q·p₂ = m² + p₁·p₂,

so that

q_μ H^{μν} = 4[(q·p₁)p₂^ν + (q·p₂)p₁^ν − q^ν(p₁·p₂ + m²)]
= 4(m² + p₁·p₂)(p₂^ν + p₁^ν − q^ν) = 0.

For different masses m₁ and m₂ the first calculation would leave (m₁ − m₂)ūv. The vector current joining two fermions of different mass is therefore not conserved in general. The photon couples a fermion to its own antiparticle, for which the masses agree.

### (c) Two-body phase space

The Lorentz-invariant phase-space element is

dΦ₂ = (2π)⁴ δ⁴(q − p₁ − p₂) · d³p₁/[(2π)³2E₁] · d³p₂/[(2π)³2E₂].

Reduce it to an integral over the direction of the fermion in the rest frame of q, and find its total volume.

**Solution.** In this frame q = (√s, 0, 0, 0). The momentum delta function sets **p**₂ = −**p**₁, so both energies equal E = √(p² + m²), where p = |**p**₁|. The powers of 2π combine to (2π)⁴/(2π)⁶ = 1/(4π²), and the energies give 1/(4E²). Thus

dΦ₂ = [1/(16π²)] (p² dp dΩ/E²) δ(√s − 2E).

From E² = p² + m² follows p dp = E dE, and therefore

p² dp/E² = (p/E) dE.

The remaining delta function integrates to ∫ dE δ(√s − 2E) = 1/2 and fixes E = √s/2. The speed of either particle is then

β = p/E = √(1 − 4m²/s).

Collecting the factors,

dΦ₂ = β dΩ/(32π²) = (β/8π) dΩ/(4π),

and the total volume is

∫ dΦ₂ = β/(8π).

Close to threshold the available phase space vanishes in proportion to the speed. The volume is the same in every inertial frame because d³p/(2E) and the four-dimensional delta function are invariant.

### (d) The integrated tensor

Determine

T^{μν}(q) = ∫ dΦ₂ H^{μν}

without integrating its components one by one.

**Solution.** Once the pair momenta have been integrated over, q is the one vector left. A symmetric tensor built from q and the metric has the form

T^{μν} = A(s) q^μq^ν + B(s) g^{μν}.

Part (b) holds for every configuration of the pair, so it survives the integration:

0 = q_μ T^{μν} = (A s + B) q^ν.

This gives B = −sA. Renaming A as h,

T^{μν} = (q^μq^ν − q² g^{μν}) h(s).

One number remains to be found at each s, and the trace supplies it. On the left side,

g_{μν}T^{μν} = (s − 4s)h = −3s h.

For the integrand, g_{μν}g^{μν} = 4 gives

g_{μν}H^{μν} = 4[2p₁·p₂ − 4p₁·p₂ − 4m²] = −8(p₁·p₂ + 2m²).

From s = (p₁ + p₂)² = 2m² + 2p₁·p₂ follows p₁·p₂ = s/2 − m². Hence

g_{μν}H^{μν} = −8(s/2 + m²) = −4(s + 2m²).

This does not depend on direction, so the integral multiplies it by the phase-space volume:

−3s h = −4(s + 2m²) β/(8π).

Solving for h,

h(s) = (β/6π)(1 + 2m²/s), s ≥ 4m².

Below threshold no pair can be produced and h = 0. The normalization belongs to the phase-space element of part (c).

### (e) Polarization and limiting cases

Find the components of H^{μν} in the rest frame of q. Use them to explain the tensor structure of T^{μν}, and examine h near threshold and far above it. What changes if the pair consists of charged spinless particles?

**Solution.** Put p₁ = (E, **p**) and p₂ = (E, −**p**). Then p₁·p₂ + m² = E² + p² + m² = 2E², and

H^{00} = 4[2E² − 2E²] = 0,

H^{0i} = 4[−E pⁱ + E pⁱ] = 0,

H^{ij} = 4[−2pⁱpʲ + 2E²δ^{ij}] = 8(E²δ^{ij} − pⁱpʲ).

The time component of the current vanishes in this frame, as conservation requires. The three spatial components are the three polarizations of a massive spin-one object of mass √s. For linear polarization along a unit vector **ε**, the rate into a given direction is proportional to

E² − (**p**·**ε**)² = E²(1 − β² cos²θ),

with θ the angle between **p** and **ε**. The pair therefore carries information about the polarization. Averaging over directions replaces pⁱpʲ by p²δ^{ij}/3 and removes that information:

T^{ij} = (β/8π) · 8E²(1 − β²/3) δ^{ij} = s [β(3 − β²)/(12π)] δ^{ij}.

The covariant form gives T^{ij} = s h δ^{ij} in this frame. The two expressions for h agree, since 4m²/s = 1 − β² implies

1 + 2m²/s = (3 − β²)/2.

The quantity

r(s) = 6πh(s) = β(1 + 2m²/s)

is a mass factor that tends to 1 for m²/s → 0. At threshold s = 4m², so the bracket is 3/2 and

r ≈ (3/2)β for β ≪ 1.

The single power of β comes from phase space. The tensor H^{ij} itself approaches 8m²δ^{ij}, which is isotropic and not zero, so the slow pair is produced without orbital angular momentum.

Far above threshold let x = m²/s. Then

√(1 − 4x) = 1 − 2x − 2x² − 4x³ + …,

and multiplication by 1 + 2x gives

r = 1 + (−2 + 2)x + (−2 − 4)x² + (−4 − 4)x³ + … = 1 − 6x² − 8x³ + ….

The term linear in m²/s cancels between the loss of phase space and the gain in the squared amplitude. In this lowest-order result the mass therefore becomes unimportant sooner than either factor alone would suggest. The cancellation does not survive the first radiative correction, which restores a positive term of about 9(a/π)m²/s, with a = α for leptons and a = 4α_s/3 for quarks, where α_s is the strong coupling.

For a pair of charged spinless particles the current amplitude is p₁^μ − p₂^μ. It is conserved, because (p₁ + p₂)·(p₁ − p₂) = m² − m² = 0, so the argument of part (d) applies unchanged. The trace is now (p₁ − p₂)² = 4m² − s = −sβ², and

−3s h₀ = −sβ² · β/(8π), h₀ = β³/(24π).

The two extra powers of β reflect the orbital angular momentum that two spinless particles need in order to carry the spin of the photon. At high energy h₀ is one quarter of the value for a Dirac pair. The tensor form thus follows from covariance and conservation, while the spin of the produced particles enters through the scalar.

### (f) A pair seen in a moving frame

Take m = 1.5 GeV, √s = 5 GeV and total momentum **q** = (1, 2, 2) GeV. Calculate h and the components T^{00}, T^{01}, T^{11}, T^{12} and T^{33}.

**Solution.** The invariants are s = 25 GeV² and 4m²/s = 9/25 = 0.36. Therefore

β = √0.64 = 0.8,

1 + 2m²/s = 1.18,

r = 0.8 × 1.18 = 0.944,

h = 0.944/(6π) = 0.05008.

The phase-space volume is 0.8/(8π) = 0.03183. Since |**q**|² = 9 GeV², the total energy is q⁰ = √(25 + 9) GeV = 5.831 GeV. With g^{00} = 1 and g^{11} = g^{33} = −1,

T^{00} = (34 − 25)h = 9h = 0.4507 GeV²,

T^{01} = 5.831 × 1 × h = 0.2920 GeV²,

T^{11} = (1 + 25)h = 26h = 1.3021 GeV²,

T^{12} = 1 × 2 × h = 0.1002 GeV²,

T^{33} = (4 + 25)h = 29h = 1.4523 GeV².

In the rest frame T^{00} and T^{12} vanish. Here they differ from zero because the boost mixes the components, while h keeps its value.

## Second half: vacuum polarization, the cross section and R

The first half considered a pair of fermions of mass m with total momentum q, s = q² and speed β = √(1 − 4m²/s) in the rest frame of q. With J^μ = ū(p₁)γ^μv(p₂), H^{μν} = Σ J^μ(J^ν)* and two-body phase space dΦ₂, it found

∫ dΦ₂ H^{μν} = (q^μq^ν − q²g^{μν}) h(s), h = (β/6π)(1 + 2m²/s),

q_μH^{μν} = 0, g_{μν}H^{μν} = −4(s + 2m²).

The function h vanishes below s = 4m². The units are ħ = c = 1 with e² = 4πα, and the metric is diag(1, −1, −1, −1).

Charge and colour are now restored. The electromagnetic current in units of e is j^μ = Σ Q_f ψ̄_fγ^μψ_f, and the interaction Lagrangian is −e j^μA_μ. The amplitude to create a pair acquires a factor Q, and the sum over final states includes N colours. Each species therefore contributes

h_f(s) = Q²N h(s).

### (g) The current correlator and the photon propagator

Let

P^{μν}(q) = i ∫ d⁴x e^{iq·x} ⟨0|T j^μ(x)j^ν(0)|0⟩,

where T orders the currents in time. How does this correlator enter the photon propagator at order e²? Define a scalar Π(q²) from it and find the dressed propagator.

**Solution.** Each interaction contributes a factor −ie. The insertion between two photon lines, written iΣ^{μν}, is

iΣ^{μν} = (−ie)² ∫ d⁴x e^{iq·x}⟨0|T j^μ(x)j^ν(0)|0⟩.

By the definition of P^{μν} the integral is −iP^{μν}. Hence

iΣ^{μν} = (−e²)(−i)P^{μν} = ie²P^{μν}, Σ^{μν} = e²P^{μν}.

Covariance and current conservation restrict it to the form met in part (d):

e²P^{μν} = (q^μq^ν − q²g^{μν}) Π(q²).

This equation fixes the sign convention for Π. Between conserved currents the terms with q^μ vanish, and iΣ^{μν} acts as −iq²Π g^{μν}. One insertion into the free propagator −ig_{μν}/q² gives

(−i/q²)(−iq²Π)(−i/q²) g_{μν} = (−ig_{μν}/q²)(−Π).

Each further insertion multiplies by another −Π, so the geometric series sums to

−ig_{μν}/{q²[1 + Π(q²)]}.

With the opposite sign in the definition of Π, the denominator would contain 1 − Π and the imaginary part found below would be negative.

### (h) From real pairs to the correlator

Insert a complete set of states between the two currents and express Π as an integral over h_f. Treat the point x = 0 with care.

**Solution.** Choose the rest frame q = (ω, 0, 0, 0) with ω > 0. The spatial components are

P^{ij} = ω²δ^{ij} Π(ω²)/e²,

because −q²g^{ij} = +ω²δ^{ij}. For a state n of energy E_n and momentum **p**_n, translation invariance gives

⟨0|jⁱ(x)|n⟩ = e^{−ip_n·x}⟨0|jⁱ(0)|n⟩.

The integral over **x** then yields (2π)³δ³(**p**_n), so states at rest contribute. The vacuum itself does not contribute, because an expectation value ⟨0|j^μ|0⟩ ≠ 0 would single out a direction in spacetime.

For t > 0 the current at x stands on the left, and the time integral is

i ∫₀^∞ dt e^{i(ω − E_n + i0)t} = −1/(ω − E_n + i0) = 1/(E_n − ω − i0).

For t < 0 the order is reversed and the phase is e^{+iE_n t}:

i ∫_{−∞}^0 dt e^{i(ω + E_n − i0)t} = 1/(E_n + ω).

The infinitesimal term has been dropped in the second result because E_n + ω cannot vanish. After the sum over states both orderings carry the same factor, proportional to δ^{ij} by rotation symmetry. They add to

1/(E_n − ω − i0) + 1/(E_n + ω) = 2E_n/(E_n² − ω² − i0).

The sum over pair states becomes a phase-space integral when 1 = ∫ dE δ(E − E_n) is inserted. The phase-space element contains (2π)⁴ and a four-dimensional delta function, while the sum has supplied (2π)³ and a spatial one. The difference is a factor 1/(2π):

Σ_n (2π)³δ³(**p**_n) ⟨0|jⁱ|n⟩⟨n|jʲ|0⟩ F(E_n) = ∫ (dE/2π) F(E) E² h_f(E²) δ^{ij}.

Here the integrated tensor has been used at rest, where its spatial part is E²h_fδ^{ij}. With F = 2E/(E² − ω² − i0) and s′ = E², so that 2E dE = ds′,

ω²Π(ω²)/e² = (1/2π) ∫ ds′ s′h_f(s′)/(s′ − ω² − i0) + C.

The term C is needed because the time-ordered product is not defined by this construction at x = 0. Such a contact term is a real polynomial in q. With a cutoff s′ < Λ², the expansion s′/(s′ − ω²) = 1 + ω²/s′ + … and the constant limit of h_f show that the integral grows as Λ², with a next term ω² ln Λ, while higher terms converge. By power counting the polynomial therefore contains a constant and a multiple of ω². The multiple of ω² shifts Π by a real constant, which is removed by the subtraction in part (i).

The constant is fixed by conservation. For massive pairs every intermediate state has invariant mass at least 2m, so no denominator vanishes near q = 0 and P^{μν} is regular there. In a general frame the conserved form gives e²P^{12} = q¹q²Π, which is regular only if Π has no pole at q² = 0. Hence ω²Π must vanish as ω → 0. This requires

C = −(1/2π) ∫ ds′ h_f(s′),

where both integrals are understood with a common regulator. Since

s′/(s′ − ω²) − 1 = ω²/(s′ − ω²),

division by ω² gives, up to a real constant,

Π(q²)/e² = (1/2π) ∫ ds′ h_f(s′)/(s′ − q² − i0).

Covariance has been used to replace ω² by q². The virtual effect of pairs on the photon is thus expressed through the rate at which real pairs of each invariant mass s′ can be created.

### (i) The imaginary part and the subtracted function

Find Im Π just above the real axis. Then form a combination in which the remaining divergence cancels, and determine how Π changes for spacelike q².

**Solution.** For real y the infinitesimal term means

1/(y − i0) = P(1/y) + iπδ(y),

with P the principal value. Since h_f is real, the imaginary part picks out s′ = s:

Im Π(s + i0) = e² · (1/2π) · π h_f(s) = ½ e² h_f(s).

Inserting e² = 4πα and h_f = Q²N(β/6π)(1 + 2m²/s),

Im Π(s + i0) = (α/3) Q²N β(1 + 2m²/s).

It vanishes below s = 4m², where pairs are virtual and the photon cannot decay into them. Above threshold it measures the rate of that decay.

At large s′ the function h tends to 1/(6π), so the integral for Π still diverges logarithmically. The divergence is independent of q². Subtracting the value at q² = 0 and using

1/(s′ − q²) − 1/s′ = q²/[s′(s′ − q²)]

gives a convergent result:

Π(q²) − Π(0) = (e²q²/2π) ∫ ds′ h_f(s′)/[s′(s′ − q² − i0)].

The constant Π(0) is absorbed into the measured charge. For massless particles Π(0) does not exist, because the integral diverges at small s′. One then subtracts at a spacelike momentum, which leaves the imaginary part unchanged.

For spacelike q² = −K² the right side is negative, and its magnitude grows with K² because K²/(s′ + K²) does. For Q² = N = 1, adaptive numerical quadrature of the integral gives

[Π(−4m²) − Π(−m²)]/e² = −0.003365,

[Π(−10m²) − Π(−m²)]/e² = −0.007578.

With e² = 4π/137.036 = 0.09170, the second change in Π is −6.95 × 10⁻⁴. The factor 1 + Π in the denominator of the propagator becomes smaller, so the effective electromagnetic interaction becomes slightly stronger as K² increases.

### (j) The annihilation cross section

Calculate the unpolarized cross section for e⁺e⁻ → f f̄ at lowest order, keeping the electron mass m_e, and express it through Im Π. Assume that f is not an electron.

**Solution.** Let k₁ and k₂ be the momenta of the electron and the positron, and l^μ = v̄(k₂)γ^μu(k₁). The vertex factors are −ieQγ^μ for f and +ieγ^μ for the electron, whose charge is −e. With the propagator −ig_{μν}/s, the amplitude M satisfies

iM = (−ieQ)(−i/s)(ie) J^μl_μ = −i(e²Q/s) J^μl_μ.

Its overall sign does not affect the rate. Since l^μ is the complex conjugate of ū(k₁)γ^μv(k₂), its spin sum L_{μν} has the same form as H_{μν}, with p₁, p₂ and m replaced by k₁, k₂ and m_e. It follows that

q^μL_{μν} = 0, g^{μν}L_{μν} = −4(s + 2m_e²).

Contraction with the integrated final-state tensor gives

∫ dΦ₂ L_{μν}H^{μν} = L_{μν}(q^μq^ν − s g^{μν})h = 4s(s + 2m_e²)h.

The average over the four initial spin states contributes 1/4. In the centre-of-mass frame each beam particle has energy √s/2 and speed β_e = √(1 − 4m_e²/s), so the flux factor is

4(√s/2)² · 2β_e = 2sβ_e.

Therefore

σ_f = [1/(2sβ_e)] · (1/4) · (e⁴Q²N/s²) · 4s(s + 2m_e²)h
= [e⁴h_f/(2s)] F_e,

with

F_e = (1 + 2m_e²/s)/β_e.

Using ½e²h_f = Im Π_f,

σ_f = (4πα/s) Im Π_f(s + i0) F_e.

For m_e²/s ≪ 1 one has 1/β_e ≈ 1 + 2m_e²/s, hence F_e ≈ 1 + 4m_e²/s. At √s = 5 GeV the difference F_e − 1 is 4.2 × 10⁻⁸, so F_e = 1 is used from here on. Explicitly,

σ_f = [4πα²/(3s)] Q²N β(1 + 2m²/s).

The result assumes a single exchanged photon. It omits radiation, further photon exchange and the Z boson. For f = e the photon can also be exchanged between the incoming electron and positron without annihilation. That amplitude depends on the scattering angle through its own propagator, so the final-state tensor no longer factors out.

### (k) The ratio R

Define the reference cross section

σ₀ = 4πα²/(3s),

which is that of a massless pair of unit charge and one colour. Find the relation between R = σ(e⁺e⁻ → hadrons)/σ₀ and vacuum polarization. Which part of it survives strong interactions, and what does the quark model add?

**Solution.** Consider the sum over all hadronic states X of total momentum q:

Σ_X (2π)⁴δ⁴(q − p_X) ⟨X|j^μ|0⟩⟨X|j^ν|0⟩* = (q^μq^ν − q²g^{μν}) h_had(s).

The sum depends on q alone and the hadronic current is conserved. A single vector cannot form an antisymmetric tensor, so the form found in part (d) holds without any assumption about the particles in X. Parts (h) to (j) used that form and the completeness of states. They therefore apply with h_f replaced by h_had, at lowest order in α and for any strength of the strong interaction:

Im Π_had = ½e²h_had, σ(hadrons) = (4πα/s) Im Π_had.

Dividing by σ₀,

R(s) = (3/α) Im Π_had(s + i0) = 6πh_had(s).

The relation can be read in the other direction. Since e²h_had/(2π) = αR/(3π),

Π_had(q²) − Π_had(0) = (αq²/3π) ∫ ds′ R(s′)/[s′(s′ − q² − i0)],

where the integral starts at the lowest hadronic threshold. This form needs one further condition: R must not grow too fast at large s′. It is enough that R stays bounded, as h does in parts (h) and (i); a single subtraction then makes the integral converge. The hadronic change in the photon propagator can thus be obtained from measured cross sections, even where the strong interaction cannot be treated as weak.

The quark model replaces the sum over hadrons by a sum over free quark pairs:

R(s) = Σ_f N Q_f² β_f(1 + 2m_f²/s), N = 3,

where the sum includes flavours with 2m_f < √s. Far above the thresholds it reduces to 3ΣQ_f², which counts colours and charges. This step neglects the interaction of the quarks with each other. It cannot describe resonances, in which the quarks are bound.

The free-pair formula also fails close to a threshold, as an estimate shows. Two slow particles of momentum p have kinetic energy p²/m. At a separation of order 1/p, a Coulomb-like attraction of strength a has energy of order ap. The ratio of the two energies is am/p, or about a/β. Here a = α for leptons and a = 4α_s/3 for quarks. Solving the Coulomb problem for slow particles gives a relative increase of the rate of about πa/(2β), which is still about 17 per cent at β = 10a. For leptons the interaction is therefore small away from the immediate threshold. For quarks at a few GeV, a is about 0.3 while β cannot exceed 1, so the condition β ≫ a is not well met.

### (l) Numbers at √s = 5 GeV

Evaluate σ₀ and the cross sections for muon and tau pairs. Then find R in a model with three massless quarks of charges 2/3, −1/3 and −1/3 and one heavy quark of charge 2/3 and mass 1.5 GeV. Use 1/α = 137.036 and (ħc)² = 3.894 × 10⁵ GeV² nb.

**Solution.** With s = 25 GeV²,

σ₀ = 4π/(3 × 25 × 137.036²) GeV⁻² = 8.922 × 10⁻⁶ GeV⁻².

Multiplication by (ħc)² gives σ₀ = 3.474 nb.

For a lepton the ratio σ/σ₀ is the mass factor β(1 + 2m²/s). The muon mass 0.10566 GeV gives β = 0.99911, and the ratio differs from 1 by about 10⁻⁶. This is the cancellation of part (e): β alone is lower than 1 by almost 10⁻³. At lowest order in α the muon cross section is 3.474 nb.

For the tau mass 1.77686 GeV,

β = 0.70345,

1 + 2m²/s = 1.25258,

σ/σ₀ = 0.70345 × 1.25258 = 0.8811,

σ = 0.8811 × 3.474 nb = 3.061 nb.

The corresponding values of Im Π are α/3 = 0.002432 for the muon and 0.8811 × 0.002432 = 0.002143 for the tau.

The light quarks contribute

R_light = 3(4/9 + 1/9 + 1/9) = 2.

The heavy quark has the mass and energy used in part (f), where the mass factor was 0.944. It contributes

R_heavy = 3 × (4/9) × 0.944 = 1.259.

The total is R = 3.259, and

Im Π_had = αR/3 = 0.00793,

σ(hadrons) = 3.259 × 3.474 nb = 11.32 nb.

In GeV units the hadronic cross section is 2.907 × 10⁻⁵ GeV⁻². If the heavy quark were massless, R would be 10/3 = 3.333. The mass lowers the total by 0.075, or 2.2 per cent of the massless value, although the heavy quarks move at four fifths of the speed of light. These figures belong to the free-quark model with the chosen mass, and corrections from the strong interaction are not included. Those corrections outweigh the mass effect. At first order in α_s, for α_s between 0.18 and 0.25, the heavy quark contributes 1.47 to 1.55, which is 0.06 to 0.11 more than a massless quark at the same order, and R rises to 3.6 to 3.7. All cross sections in this part, those of the leptons included, are single-photon values. Their digits describe the lowest-order formula. The omitted electromagnetic corrections reach the per cent level: the vacuum polarization by e, μ and τ pairs alone raises each cross section by about 3.5 per cent at this energy.
